# Kerker damping of a long-wave density residual in a metal

## Problem

In a self-consistent electronic-structure calculation, an input density $n_{\rm in}$ determines a potential, and the electrons in that potential have an output density $n_{\rm out}$. The residual is

$$R(\mathbf r)=n_{\rm out}(\mathbf r)-n_{\rm in}(\mathbf r).$$

Before the residual is used to correct the input, the Kerker preconditioner multiplies each of its Fourier components by

$$K(q)=\frac{q^2}{q^2+q_0^2},$$

where $q_0$ is the Kerker wavevector. The new input is $n_{\rm in}+A\,\tilde R$, where $\tilde R$ is the preconditioned residual and $A$ is the mixing parameter. "Before mixing" means before multiplication by $A$.

**(a)** With $q_0=1.5$ Å$^{-1}$, show that a residual of wavelength 50 Å is reduced to 0.7 percent of its amplitude before mixing.

**(b)** Derive the form of $K$ from the response of a Thomas-Fermi electron gas.

**(c)** Express the preconditioner in real space, and explain there why a long wave is almost removed.

**(d)** Find the range of $A$ for which the iteration is stable, with and without $K$. Apply the result to a periodic cell 50 Å long with mean electron density $n_0=8.5\times10^{22}$ cm$^{-3}$. The fixed positive background has this mean density plus two cosine waves: one of wavelength 50 Å and amplitude $8.5\times10^{19}$ cm$^{-3}$, and one of wavelength 2.5 Å and amplitude $8.5\times10^{20}$ cm$^{-3}$. The starting density is uniform, and $A=0.7$ with the preconditioner.

## Hints

**For (a).** A wave $\cos(qx)$ repeats when $qx$ grows by $2\pi$.

**For (b).** Let $\delta=n_{\rm in}-n^*$ be the error of the input, where $n^*$ is the self-consistent density. Find $R$ to first order in $\delta$, then ask which multiple of $R$ equals $-\delta$.

**For (c).** Under a Fourier transform, $-\nabla^2$ becomes $q^2$. Also write $K=1-q_0^2/(q^2+q_0^2)$.

**For (d).** One step multiplies each Fourier component of the error by a number, whose magnitude must be below one.

## Solution

### (a) The reduction

The wavevector is

$$q=\frac{2\pi}{\lambda}=\frac{2\pi}{50\ \text{Å}}=0.12566\ \text{Å}^{-1},\qquad q^2=0.015791\ \text{Å}^{-2}.$$

With $q_0^2=2.25$ Å$^{-2}$,

$$K=\frac{0.015791}{0.015791+2.25}=0.00697,$$

which is 0.70 percent, as was to be shown.

Dividing numerator and denominator by $q^2$ gives the same factor in terms of the wavelength:

$$K=\frac{1}{1+(\lambda q_0/2\pi)^2}.$$

For $\lambda\gg2\pi/q_0$ the 1 in the denominator can be dropped, leaving $K\approx(q/q_0)^2=0.702$ percent. The estimate is slightly high because it omits $q^2$ beside $q_0^2$. In the opposite limit, $\lambda\ll2\pi/q_0$, $K$ tends to 1 and the residual passes almost unchanged.

Three conventions matter. The wavelength is a full period. The reduction refers to the amplitude, not to its square. Finally, $K$ has no lower floor; if a code imposes one above 0.00697, the floor replaces this value. After mixing with $A=0.7$, the step is $0.7\times0.697=0.49$ percent of the original residual.

### (b) Why the factor has this form

Take electrons in a uniform positive background, so that $n^*=n_0$, and keep only their mean electrostatic interaction. Let the input have a small error $\delta$ with wavevector $q\neq0$.

**From density to potential.** The excess electrons carry charge density $-e\delta$, where $e>0$ is the elementary charge. Poisson's equation for the electrostatic potential $\phi$ is $-\nabla^2\phi=-e\delta/\varepsilon_0$, or $q^2\phi=-e\delta/\varepsilon_0$ for a wave. An electron's potential energy is $V=-e\phi$, so

$$V=\frac{e^2}{\varepsilon_0q^2}\,\delta.$$

The sign is positive because electrons are repelled from a region with too many electrons. The factor $1/q^2$ makes a long wave of charge produce a large potential.

**From potential to density.** In the Thomas-Fermi model the electrons fill states locally up to the chemical potential $\mu$:

$$n_{\rm out}=\frac{[2m(\mu-V)]^{3/2}}{3\pi^2\hbar^3}.$$

At $V=0$ we have $\mu=E_F$ and $n_{\rm out}=n_0$, so the same relation reads $n_{\rm out}=n_0[(\mu-V)/E_F]^{3/2}$. The average of $V$ over the wave is zero, so conservation of electron number leaves $\mu$ unchanged to first order. Hence

$$n_{\rm out}-n_0=-\frac{3n_0}{2E_F}V=-\frac{3n_0e^2}{2\varepsilon_0E_F}\,\frac{\delta}{q^2}
=-\frac{q_{\rm TF}^2}{q^2}\,\delta,$$

which defines the Thomas-Fermi wavevector $q_{\rm TF}$.

To evaluate it, insert $n_0=k_F^3/(3\pi^2)$ and $E_F=\hbar^2k_F^2/(2m)$:

$$\frac{3n_0}{2E_F}=\frac{k_F^3}{2\pi^2}\,\frac{2m}{\hbar^2k_F^2}=\frac{mk_F}{\pi^2\hbar^2}.$$

The Bohr radius is $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$, so $me^2/(\varepsilon_0\hbar^2)=4\pi/a_0$, and

$$q_{\rm TF}^2=\frac{e^2}{\varepsilon_0}\,\frac{mk_F}{\pi^2\hbar^2}=\frac{4k_F}{\pi a_0}.$$

**The residual.** Add and subtract $n_0$:

$$R=(n_{\rm out}-n_0)-(n_{\rm in}-n_0)=-\frac{q_{\rm TF}^2}{q^2}\delta-\delta=-\varepsilon(q)\,\delta,$$

$$\varepsilon(q)=1+\frac{q_{\rm TF}^2}{q^2}.$$

The residual points in the right direction, opposite to the error, but is $\varepsilon$ times too large. The correction that removes the error in one step is

$$-\delta=\frac{R}{\varepsilon}=\frac{q^2}{q^2+q_{\rm TF}^2}\,R.$$

Replacing $q_{\rm TF}$ by a chosen $q_0$ gives the Kerker factor. The strong reduction in (a) therefore undoes a magnification that the cycle itself produces in a metal.

### (c) The real-space picture

Multiply $\tilde R=KR$ by $q^2+q_0^2$ to get $(q^2+q_0^2)\tilde R=q^2R$. Replacing $q^2$ by $-\nabla^2$ gives

$$(q_0^2-\nabla^2)\,\tilde R=-\nabla^2R.$$

Solving this equation by finite differences for a 50 Å cosine, with 1000 points in one period, gives a reduction to 0.6969 percent, in agreement with (a).

The second form of $K$ in the hint says that $\tilde R$ is $R$ minus $q_0^2/(q^2+q_0^2)$ times $R$. The subtracted part is an average of $R$ over the surroundings with weight

$$w(r)=\frac{q_0^2\,e^{-q_0r}}{4\pi r}.$$

To see this, average a plane wave with this weight. Over all directions at distance $r$, the wave averages to its central value times $\sin(qr)/(qr)$. The total factor is

$$\int_0^\infty4\pi r^2\,w(r)\,\frac{\sin qr}{qr}\,dr
=\frac{q_0^2}{q}\int_0^\infty e^{-q_0r}\sin(qr)\,dr
=\frac{q_0^2}{q}\,\frac{q}{q_0^2+q^2}=\frac{q_0^2}{q^2+q_0^2}.$$

At $q=0$ this equals 1, so the weight is normalised. Its decay length is $1/q_0=0.67$ Å, and the mean distance it samples is $2/q_0=1.33$ Å. Over such distances a 50 Å wave hardly changes: its local average is 0.99303 of its own value, and subtraction leaves 0.00697.

A constant residual would be removed completely, since $K(0)=0$. The preconditioned step therefore cannot change the number of electrons, and the starting density must contain the right number.

### (d) Stability and the first step

**The condition.** After one step the error is

$$\delta'=\delta+AKR=(1-AK\varepsilon)\,\delta.$$

It shrinks if $|1-AK\varepsilon|<1$, that is, if $0<A<2/(K\varepsilon)$. This must hold for every wave in the cell. The condition belongs to simple mixing, which uses the latest residual alone, and to small errors.

**The electron gas.** The given density yields $k_F=(3\pi^2n_0)^{1/3}=1.360$ Å$^{-1}$, $E_F=7.05$ eV and $q_{\rm TF}=1.809$ Å$^{-1}$. For the longest wave in the cell,

$$\varepsilon=1+\frac{(1.809)^2}{0.015791}\approx208.2.$$

**Without the preconditioner**, $K=1$. Since $\varepsilon$ is largest for the longest wave, that wave sets the limit:

$$A<\frac{2}{208.2}=0.0096.$$

At $A=0.7$ the 50 Å error would be multiplied by $-144.8$ in one step, as long as it stayed small. The excess of electrons would move from one half of the period to the other at each step, and would grow until the error is no longer small. This instability is called charge sloshing.

**With the preconditioner**,

$$K\varepsilon=\frac{q^2}{q^2+q_0^2}\,\frac{q^2+q_{\rm TF}^2}{q^2}
=\frac{q^2+q_{\rm TF}^2}{q^2+q_0^2}
=1+\frac{q_{\rm TF}^2-q_0^2}{q^2+q_0^2}.$$

The dangerous $1/q^2$ has cancelled. Here $q_{\rm TF}>q_0$, so the product falls steadily from $q_{\rm TF}^2/q_0^2=1.455$ at long waves towards 1 at short ones. At 50 Å it is 1.451, and the limit becomes $A<2/1.451=1.38$.

Both limits were tested on the full nonlinear cycle with a uniform background. The test began with a 50 Å error of relative size $10^{-7}$ and took 20 steps. With $A$ ten percent below each limit the error decayed; with $A$ ten percent above, it grew.

**The first residual.** Let $b=8.5\times10^{19}$ cm$^{-3}$ be the amplitude of the 50 Å background wave. The uniform input has no such wave, so the net charge has the amplitude of an electron deficit $b$. By the response found in (b), the output wave is

$$R\approx\frac{q_{\rm TF}^2}{q^2}\,b=(\varepsilon-1)\,b=207.2\times8.5\times10^{19}=1.761\times10^{22}\ \text{cm}^{-3}.$$

The nonlinear cycle gives $1.758\times10^{22}$ cm$^{-3}$. The difference of about 0.2 percent comes from higher orders in the potential. Write $V/E_F=-a\cos qx$, with $a=\tfrac23R/n_0\approx0.138$ from the linear estimate, and use

$$(1+y)^{3/2}=1+\tfrac32y+\tfrac38y^2-\tfrac1{16}y^3+\dots$$

Keeping the mean density fixed lowers $\mu/E_F$ by $a^2/8$, which reduces the linear term by the fraction $a^2/16$. Since $\cos^3$ contains $\tfrac34\cos$, the cubic term removes a further $a^2/32$. Together they remove $3a^2/32\approx0.0018$, which accounts for the difference.

**The first correction.** The long-wave part then passes through these stages:

- after the Kerker factor: $0.00697\times1.758\times10^{22}=1.23\times10^{20}$ cm$^{-3}$;
- after mixing with $A=0.7$: $8.58\times10^{19}$ cm$^{-3}$;
- change needed to reach self-consistency: $8.46\times10^{19}$ cm$^{-3}$.

The needed change follows from $R=-\varepsilon\delta$: it is $-\delta=(\varepsilon-1)b/\varepsilon$, slightly less than $b$, because the electrons almost neutralise the background. The step overshoots by 1.4 percent. This closeness is partly due to the choice of $A$, since $1/(K\varepsilon)=0.69$ here. With $A=1$ the same step would overshoot by about 45 percent, and the iteration would still converge.

**The whole run.** Iteration stops when the largest residual is below $10^{-8}n_0$. With the preconditioner and $A=0.7$ this takes 9 iterations. Plain mixing with $A=1/\varepsilon=0.0048$, which cancels the 50 Å error in linear order, takes about 1800.

The 2.5 Å wave explains both counts. Its wavevector is 20 times larger, so $\varepsilon=1+207.2/400=1.518$, and its first residual is $0.518\times0.01\,n_0=0.0052\,n_0$. This must fall by a factor of $5.2\times10^5$, whose natural logarithm is 13.2.

- In plain mixing, each step multiplies this error by $1-0.0048\times1.518=0.9927$. The number of steps is $13.2/0.0073\approx1800$.
- With the preconditioner, $K=0.737$ at 2.5 Å and the factor is $1-0.7\times0.737\times1.518=0.217$. The number of steps is $13.2/1.53\approx8.6$, hence 9.

Plain mixing is thus caught between two waves: the long one forces $A$ to be small, and the short one then converges slowly. Even at the stability limit $A=0.0096$, the short wave would need about 900 steps. The preconditioner helps by making the required step similar for both.

### How this compares with a real metal

The density is a rough value for the conduction electrons of copper, used for interconnects in chips. The 0.70 percent is fixed by $q_0$ and $\lambda$, so no property of copper can change it. What the material decides is whether this is a suitable reduction. The model's ideal value at 50 Å is $1/\varepsilon=0.48$ percent.

At this wavelength, the exact static response of free electrons is 0.07 percent weaker than the Thomas-Fermi value, and a temperature of 300 K weakens the response by about 0.001 percent. Exchange in the local density approximation shifts $\varepsilon$ by $-0.44$, or $-0.2$ percent. Copper's d electrons matter more. With a rough assumed permittivity of 5 from the d shell and a density of states 1.2 times the free-electron value, $\varepsilon$ becomes $5+1.2\times207.2\approx254$, and the ideal reduction becomes 0.39 percent. Then $K\varepsilon=1.77$ at 50 Å, and $A=0.7$ multiplies the error of that wave by $-0.24$ per step. This does not establish stability for shorter waves, where the result depends on how the d-shell permittivity varies with $q$.

The model is less reliable at short waves. At 2.5 Å the exact static response of free electrons is about 37 percent weaker than the Thomas-Fermi value. Exchange matters there too: with the Thomas-Fermi response its shift does not depend on $q$, and its size, 0.44, is comparable with the whole electrostatic part, 0.52. The iteration counts therefore belong to the model and do not predict those of a copper calculation. The lattice, correlation and surfaces are also left out.

## Variation 1: a semiconductor region

**Question.** Suppose the 50 Å residual lies in a semiconductor with permittivity 12, roughly that of silicon. Keep $q_0=1.5$ Å$^{-1}$ and $A=0.7$. How fast does the error shrink?

**Solution.** Treat the semiconductor as a homogeneous dielectric. The relation $R=-\varepsilon\delta$ then still holds for small errors, but $\varepsilon$ no longer grows as $1/q^2$. A gap prevents free charge from screening a long wave completely, so $\varepsilon$ tends to a constant, here taken as 12. The proper reduction is $1/12=8.3$ percent, whereas the Kerker factor still gives 0.70 percent. The error factor per step is

$$1-AK\varepsilon=1-0.7\times0.00697\times12=0.9415.$$

The iteration is stable but slow: reducing the error tenfold takes 39 steps. Raising $A$ to $1/(K\varepsilon)\approx12$ would cure this wave but spoil the short ones. For those $K$ and $\varepsilon$ both approach 1, so stability requires $A<2$.

For a cell filled with such a semiconductor, plain mixing is the better choice as far as long waves are concerned: in the homogeneous model with $\varepsilon=12$ it is stable for $A<2/12=0.17$, and $A=1/12$ removes the long-wave error in one step to linear order. In a real crystal $\varepsilon$ is a matrix that couples $\mathbf q$ to $\mathbf q+\mathbf G$, where $\mathbf G$ is a reciprocal-lattice vector. The limit is then 2 divided by its largest eigenvalue, which is at least as large as the macroscopic permittivity (roughly ten percent larger in silicon). One step then leaves part of the long-wave error and creates short-wave components. A cell that joins a metal to a semiconductor needs different reductions in its two parts, which a single function of $q$ cannot provide.

## Variation 2: where damping sets in, and a longer cell

**Question.** At what wavelength does the preconditioner halve a residual? What changes in (a) and (d) if the metal cell is 100 Å long?

**Solution.** Solving $K=1/[1+(\lambda q_0/2\pi)^2]$ for the wavelength gives

$$\lambda=\frac{2\pi}{q_0}\sqrt{\frac1K-1}.$$

For $K=1/2$ the root is 1, and $\lambda=2\pi/q_0=4.19$ Å. Waves much shorter than this are nearly untouched, and much longer ones are strongly reduced.

Doubling the cell halves the smallest wavevector, so $q^2=0.015791/4=0.003948$ Å$^{-2}$ and

$$K=\frac{0.003948}{2.253948}=0.00175,$$

or 0.18 percent, close to a quarter of the earlier value. Meanwhile $\varepsilon=1+4\times207.2\approx830$. The plain limit falls to $2/830=0.0024$, also by a factor of about four. With the preconditioner, $K\varepsilon$ rises merely from 1.451 to 1.454, still below its bound of 1.455, so $A=0.7$ can be kept.

In this model the largest stable plain $A$ falls as the inverse square of the cell length for long cells, while the Kerker limit approaches the constant $2q_0^2/q_{\rm TF}^2$. The computed values for the 50 Å cell are listed in the numerical output.

## Computed results

```
Kerker wavevector q0: 1.50 1/angstrom
residual wavelength: 50.0 angstrom
residual wavevector q: 0.12566 1/angstrom
q squared: 0.015791 1/angstrom^2
q0 squared: 2.2500 1/angstrom^2
Kerker factor K: 0.006969 = 0.697 percent
K from finite differences: 0.6969 percent
local average of the wave: 0.993031 of its amplitude
long-wave estimate (q/q0)^2: 0.702 percent
wavelength with K = 1/2: 4.189 angstrom
electron density (rough, copper): 8.50e+22 cm^-3
Fermi wavevector: 1.360 1/angstrom
Fermi energy: 7.049 eV
Thomas-Fermi wavevector: 1.809 1/angstrom
eps at 50 angstrom, measured on map: 208.25
K*eps at 50 angstrom: 1.4514
K*eps at 1.67 angstrom: 1.0621
upper bound (qTF/q0)^2: 1.4546
largest stable A, plain: 0.00960
largest stable A, Kerker: 1.3780
background wave, 50 angstrom: 8.500e+19 cm^-3
background wave, 2.5 angstrom: 8.500e+20 cm^-3
K at 2.5 angstrom: 0.7374
first residual, 50 angstrom part: 1.758e+22 cm^-3
the same after Kerker: 1.226e+20 cm^-3
the same after A: 8.579e+19 cm^-3
change really needed: 8.459e+19 cm^-3
A with Kerker: 0.70; A plain: 0.00480
convergence threshold: max residual / mean density = 1e-8
iterations with Kerker: 9
iterations with plain mixing: 1800
error factor per step, Kerker, 50 angstrom: -0.0160
error factor per step, plain at A=0.7: -144.8
finite-q loss of response: 0.0712 percent
thermal loss of response, 300 K: 0.00111 percent
exchange shift of eps: -0.442
exchange shift relative to eps: -0.212 percent
assumed d-shell permittivity (rough): 5.0
assumed density-of-states factor (rough): 1.2
eps with both: 253.7; K*eps: 1.768
error factor per step with both: -0.238
semiconductor permittivity (rough, silicon): 12.0
proper reduction there, 1/eps: 8.33 percent
error factor per step there: 0.9415
steps there for a tenfold smaller error: 39
```
